# Labelling generalized regular k-point grids and the Smith normal form: a numerical check

```python
# Result under test. R: reciprocal basis (columns), K: grid basis, R = K H, H = N^T integer,
# n = det H. Grid k = K(z+s) mod R Z^3, shift s = sn/den. Smith form U H V = diag(d).
# Label g = U z mod d is a bijection onto Z_d1 x Z_d2 x Z_d3. A rotation Q (X = R^-1 Q R)
# keeps the grid iff XK = H X H^-1 and t0 = XK s - s are integer; then g -> M g + t with
# M = U XK U^-1, t = U t0. Folding costs n_irr*|G| = sum of fixed points label evaluations.
# Independent road: grid listed by closure, folded by Cartesian rotation and search.
import numpy as np
from itertools import product, combinations
from math import gcd, prod
from functools import reduce

def det_cols(a, b, c):
    return int(a[0]*(b[1]*c[2]-b[2]*c[1]) - a[1]*(b[0]*c[2]-b[2]*c[0]) + a[2]*(b[0]*c[1]-b[1]*c[0]))
def det3(M): return det_cols(*M.T.tolist())
def adj(M): return np.array([np.cross(M[:,1],M[:,2]), np.cross(M[:,2],M[:,0]), np.cross(M[:,0],M[:,1])])
def lattice_index(cols): return reduce(gcd, (abs(det_cols(*c)) for c in combinations(cols, 3)))

def smith(H):
    D = H.copy(); U = np.eye(3, dtype=np.int64); V = U.copy()
    for t in range(3):
        while True:
            i, j = min(((i, j) for i in range(t,3) for j in range(t,3) if D[i,j]), key=lambda p: abs(D[p]))
            D[[t,i]] = D[[i,t]]; U[[t,i]] = U[[i,t]]
            D[:,[t,j]] = D[:,[j,t]]; V[:,[t,j]] = V[:,[j,t]]
            p = int(D[t,t])
            for r in range(t+1,3):
                q = int(D[r,t])//p; D[r] -= q*D[t]; U[r] -= q*U[t]
            for c in range(t+1,3):
                q = int(D[t,c])//p; D[:,c] -= q*D[:,t]; V[:,c] -= q*V[:,t]
            if D[t+1:,t].any() or D[t,t+1:].any(): continue
            bad = [r for r in range(t+1,3) if (D[r,t+1:] % p).any()]
            if not bad: break
            D[t] += D[bad[0]]; U[t] += U[bad[0]]
        if D[t,t] < 0: D[t] *= -1; U[t] *= -1
    return np.diag(D).copy(), U, V

def point_group(R):
    X = np.array(list(product((-1,0,1), repeat=9))).reshape(-1,3,3); S = R.T@R
    X = X[np.abs(np.einsum('nji,jk,nkl->nil', X, S, X)-S).max((1,2)) < 1e-9]
    return X, R@X@np.linalg.inv(R)

class Grid:
    def __init__(s, R, H, sn=(0,0,0), den=1):
        s.R, s.H, s.sn, s.den, s.n = R, H, np.array(sn), den, det3(H)
        s.d, s.U, s.V = smith(H); s.Ui = adj(s.U)*det3(s.U)
        s.X, s.Q = groups[R.tobytes()]
        s.P = H@s.X@adj(H); s.keep, s.XK, s.t0 = [], [], []
        for i, P in enumerate(s.P):
            if (P % s.n).any(): continue
            w = (P//s.n)@s.sn - s.sn
            if (w % den).any(): continue
            s.keep.append(i); s.XK.append(P//s.n); s.t0.append(w//den)
        s.M = (s.U@np.array(s.XK)@s.Ui) % s.d[:,None]; s.t = (np.array(s.t0)@s.U.T) % s.d
    def index(s, g):
        g = g % s.d; return (g[...,0]*s.d[1]+g[...,1])*s.d[2]+g[...,2]
    def g(s, i): return np.array(np.unravel_index(i, tuple(s.d))).T
    def frac(s, i): return ((s.g(i)+s.U@s.sn/s.den)/s.d)@s.V.T
    def fold(s, full=False):
        rep = -np.ones(s.n, dtype=np.int64); cost = 0
        for i in range(s.n):
            if rep[i] >= 0: continue
            if full:
                num = s.P@(s.den*(s.Ui@s.g(i))+s.sn) - s.n*s.sn
                ok = (num % (s.n*s.den) == 0).all(1)
                im = s.index((num[ok]//(s.n*s.den))@s.U.T); cost += len(s.P)
            else:
                im = s.index(s.M@s.g(i)+s.t); cost += len(s.M)
                assert len(set(im.tolist()))*np.sum(im == i) == len(s.M)
            assert (rep[im] < 0).all()
            rep[im] = i
        return rep, cost
    def fixed(s):
        out = []
        for XK, t0 in zip(s.XK, s.t0):
            c = (XK-np.eye(3, dtype=np.int64)).T.tolist()+s.H.T.tolist(); a = lattice_index(c)
            out.append(a if not t0.any() or lattice_index(c+[t0.tolist()]) == a else 0)
        return out

def partition(rep): return {frozenset(np.flatnonzero(rep == r).tolist()) for r in set(rep.tolist())}

def check(G):
    n, mod, H, d = G.n, G.n*G.den, G.H, G.d
    assert (G.U@H@G.V == np.diag(d)).all() and abs(det3(G.U)) == 1 == abs(det3(G.V))
    assert d[0] == reduce(gcd, H.ravel().tolist()) and d[0]*d[1] == reduce(gcd, adj(H).ravel().tolist())
    assert prod(d.tolist()) == n and d[1] % d[0] == 0 and d[2] % d[1] == 0
    start = tuple(((adj(H)@G.sn) % mod).tolist()); seen = {start}; todo = [start]
    gens = (G.den*adj(H)).T.tolist()
    while todo:
        p = todo.pop()
        for c in gens:
            q = tuple((x+y) % mod for x, y in zip(p, c))
            if q not in seen: seen.add(q); todo.append(q)
    pts = np.array(sorted(seen)); assert len(pts) == n
    z = pts@H.T - n*G.sn; assert not (z % mod).any()
    lab = G.index((z//mod)@G.U.T); assert sorted(lab.tolist()) == list(range(n))
    F = pts/mod; df = G.frac(lab)-F; assert np.abs(df-np.round(df)).max() < 1e-9
    if not G.sn.any():
        for m in range(1, n+1):
            assert np.sum(((m*pts) % mod == 0).all(1)) == prod(gcd(m, int(x)) for x in d)
        where = {tuple(p): i for i, p in enumerate(pts.tolist())}
        for a, b in rng.integers(0, n, (20,2)):
            assert lab[where[tuple(((pts[a]+pts[b]) % mod).tolist())]] == G.index(G.g(lab[a])+G.g(lab[b]))
    perm = []
    for Q in G.Q:
        e = np.linalg.solve(G.R, Q@G.R@F.T).T[:,None]-F[None]
        hit = np.abs(e-np.round(e)).max(2) < 1e-8
        perm.append(np.where(hit.any(1), hit.argmax(1), -1))
    perm = np.array(perm); sub = perm[G.keep]
    assert np.flatnonzero((perm >= 0).all(1)).tolist() == G.keep
    for M, t, pm in zip(G.M, G.t, sub): assert (G.index(G.g(lab)@M.T+t) == lab[pm]).all()
    assert G.fixed() == (sub == np.arange(n)).sum(1).tolist()
    rep, cost = G.fold(); repf, costf = G.fold(True)
    assert partition(rep) == {frozenset(lab[sub[:,p]].tolist()) for p in range(n)}
    assert partition(repf) == {frozenset(lab[perm[perm[:,p] >= 0, p]].tolist()) for p in range(n)}
    assert cost == sum(G.fixed()) <= n*len(G.keep) and costf <= n*len(G.X)
    done = np.zeros(n, bool); comps = 0
    for p in range(n):
        if not done[p]: done[sub[:,p]] = True; comps += int((sub[:,p]+1).sum())
    assert comps >= n*(n+1)//2
    return comps

rng = np.random.default_rng(7); a, hop = 4.0, 1.0
A = a/2*np.array([[0.,1,1],[1,0,1],[1,1,0]])
cells = {'fcc': (A,48), 'hex': (np.array([[1,-.5,0],[0,3**.5/2,0],[0,0,1.6]]),24),
         'tet': (np.diag([1,1,1.4]),16), 'mono': (np.array([[1,0,.3],[0,1.2,0],[0,0,1.5]]),4)}
groups, rec = {}, {}
for name, (B, order) in cells.items():
    R = 2*np.pi*np.linalg.inv(B).T; rec[name] = R; X, Q = point_group(R); groups[R.tobytes()] = (X, Q)
    keys = {x.tobytes() for x in X}
    assert len(X) == order and all((x@y).tobytes() in keys for x in X for y in X)
    assert np.abs(Q@Q.transpose(0,2,1)-np.eye(3)).max() < 1e-10
def scramble():
    W = np.eye(3, dtype=np.int64)
    for _ in range(4):
        i, j = rng.permutation(3)[:2]; W[i] += rng.integers(-2,3)*W[j]
    return W
ncase = 0
for name in cells:
    for trial in range(8):
        H = np.diag(rng.integers(1,5,3))+np.tril(rng.integers(0,3,(3,3)),-1)*(trial % 2)
        den = 1+trial % 3; check(Grid(rec[name], scramble()@H, rng.integers(0,den,3), den)); ncase += 1
R = rec['fcc']
for name, H in (('hex', [[4,2,0],[2,4,0],[0,0,3]]), ('fcc', [[3,-1,-1],[-1,3,-1],[-1,-1,3]])):
    G = Grid(rec[name], scramble()@np.array(H)); check(G); assert len(G.keep) == len(G.X); ncase += 1
print("random and symmetric grids checked against brute force:", ncase)
G = Grid(R, np.array([[2,0,0],[1,2,0],[0,0,1]])); check(G); assert G.d.tolist() == [1,1,4]
print("triangular H =", G.H.tolist(), "Smith d =", G.d.tolist())

nn = [np.array(m) for m in product((-1,0,1), repeat=3) if abs(np.linalg.norm(A@m)-a/2**.5) < 1e-9]
assert len(nn) == 12
def eps(f): return -hop*np.cos((f@R.T)@(np.array(nn)@A.T).T).sum(-1)
def walks(p):
    w = {(0,0,0): 1}
    for _ in range(p):
        new = {}
        for v, c in w.items():
            for m in nn:
                k = tuple((v+m).tolist()); new[k] = new.get(k, 0)+c
        w = new
    return w
def moments(G, full, p):
    w = np.bincount(G.fold(full)[0], minlength=G.n); irr = np.flatnonzero(w)
    red = w[irr]@eps(G.frac(irr))**p/G.n; tot = 0
    for v, c in walks(p).items():
        l = adj(G.H.T)@np.array(v)
        if not (l % G.n).any(): tot += c*np.exp(2j*np.pi*(G.sn@(l//G.n))/G.den)
    tot *= (-hop)**p
    assert abs(red-tot) < 1e-8 and abs(red-np.mean(eps(G.frac(np.arange(G.n)))**p)) < 1e-8
    return red
def sc(m): return np.rint(np.linalg.solve(A, m*a*np.eye(3))).astype(np.int64).T
shifts = np.array(list(product((-1,0,1), repeat=3)))
print(f"fcc a = {a} Angstrom, t = {hop} eV, 2pi/a = {2*np.pi/a:.6f} 1/Angstrom")
G0, G1 = Grid(R, sc(2)), Grid(R, sc(2), (1,1,1), 2)
print("H =", G0.H.tolist(), "n =", G0.n, "d =", G0.d.tolist())
print("U =", G0.U.tolist()); print("V =", G0.V.tolist())
c4 = [i for i, Q in enumerate(G0.Q) if np.allclose(Q, [[0,-1,0],[1,0,0],[0,0,1]])][0]
print("C4z: X =", G0.X[c4].tolist()); print("C4z: XK =", G0.XK[c4].tolist())
print("C4z: M mod d =", G0.M[c4].tolist(), "t (half shift) =", G1.t[c4].tolist())
for G in (G0, G1):
    i = 7; im = (G.M[c4]@G.g(i)+G.t[c4]) % G.d
    print(f"C4z, s = {G.sn/G.den}: label {i} g {G.g(i)} -> g {im} label {G.index(im)}")
for G, expect in ((G0, [1,3,4,6,6,12]), (G1, [8,24])):
    check(G); rep, cost = G.fold(); w = np.bincount(rep); irr = np.flatnonzero(w)
    assert sorted(w[irr].tolist()) == expect and len(G.keep) == 48
    print(f"s = {G.sn/G.den}: |G_grid| = {len(G.keep)}, n_irr = {len(irr)}, sum Fix = {sum(G.fixed())}, evaluations = {cost}")
    for i in irr:
        f = G.frac(i); k = (f-np.round(f)+shifts)@R.T*a/(2*np.pi)
        k = k[np.argmin(np.round((k**2).sum(1), 9))]
        print(f"  label {i} g {G.g(i)} k = {np.round(k,4)+0.0} 2pi/a, weight {w[i]}, eps = {round(float(eps(f)),6)+0.0:.4f} eV")
for p in (2,3,4,6):
    print(f"<eps^{p}> eV^{p}: exact {(-hop)**p*walks(p)[(0,0,0)]:.1f}, s=0 {moments(G0,False,p):.4f}, half shift {moments(G1,False,p):.4f}")
w4 = walks(4); to = lambda v: w4[tuple(np.rint(np.linalg.solve(A, a*np.array(v))).astype(int).tolist())]
print("4-step walks to (2a,0,0):", to([2,0,0]), " to (2a,2a,0):", to([2,2,0]))

cls = {(1,3,1): ('E',4,3), (-1,1,1): ('m',4,2), (-1,1,0): ('md',2,2), (1,-1,1): ('C2',4,1), (1,-1,0): ("C2'",4,1),
       (1,1,0): ('C4',2,1), (1,0,0): ('C3',1,1), (-1,-3,1): ('i',8,0), (-1,-1,0): ('S4',4,0), (-1,0,0): ('S6',2,0)}
for m in (2,4,8,16,24):
    G = Grid(R, sc(m)); fx = G.fixed(); rep, cost = G.fold(); tab = {}
    assert G.d.tolist() == [m,2*m,2*m]
    for Q, x in zip(G.Q, fx):
        nm, c, e = cls[(round(np.linalg.det(Q)), round(np.trace(Q)), int(np.allclose(Q, np.diag(np.diag(Q)))))]
        assert x == c*m**e; tab[nm] = (tab.get(nm, (0,0))[0]+1, x)
    assert cost == sum(fx) == 4*m**3+24*m**2+56*m+48
    if m == 2: print("m=2 class ops x Fix:", " ".join(f"{k}:{v[0]}x{v[1]}" for k, v in tab.items()))
    print(f"m={m}: d={G.d.tolist()} n={G.n} n_irr={len(set(rep.tolist()))} evaluations={cost} per point={cost/G.n:.4f}")
for m in (2,3,4,5):
    G = Grid(R, sc(m)); c = check(G)
    print(f"m={m}: n={G.n} label evaluations={G.fold()[1]} search comparisons={c} n(n+1)/2={G.n*(G.n+1)//2}")
G = Grid(R, np.diag([2,2,4])); check(G)
ns, nf = (len(set(G.fold(b)[0].tolist())) for b in (False, True)); assert nf < ns and len(G.keep) == 12
print(f"H=diag(2,2,4): n={G.n} |G_grid|={len(G.keep)} n_irr(G_grid)={ns} n_irr(full G)={nf}")
print(f"H=diag(2,2,4): <eps^4> = {moments(G,False,4):.4f} (G_grid), {moments(G,True,4):.4f} (full G) eV^4")
print("tests ok")
```

It prints:

```
random and symmetric grids checked against brute force: 34
triangular H = [[2, 0, 0], [1, 2, 0], [0, 0, 1]] Smith d = [1, 1, 4]
fcc a = 4.0 Angstrom, t = 1.0 eV, 2pi/a = 1.570796 1/Angstrom
H = [[-2, 2, 2], [2, -2, 2], [2, 2, -2]] n = 32 d = [2, 4, 4]
U = [[-1, 0, 0], [1, 1, 0], [1, 0, 1]]
V = [[1, 1, 1], [0, 0, 1], [0, 1, 0]]
C4z: X = [[0, 1, 0], [0, 1, -1], [-1, 1, 0]]
C4z: XK = [[0, -1, 0], [1, 0, 0], [0, 0, 1]]
C4z: M mod d = [[1, 1, 0], [2, 3, 0], [0, 3, 1]] t (half shift) = [1, 3, 3]
C4z, s = [0. 0. 0.]: label 7 g [0 1 3] -> g [1 3 2] label 30
C4z, s = [0.5 0.5 0.5]: label 7 g [0 1 3] -> g [0 2 1] label 9
s = [0. 0. 0.]: |G_grid| = 48, n_irr = 6, sum Fix = 288, evaluations = 288
  label 0 g [0 0 0] k = [0. 0. 0.] 2pi/a, weight 1, eps = -12.0000 eV
  label 1 g [0 0 1] k = [0.  0.  0.5] 2pi/a, weight 6, eps = -4.0000 eV
  label 2 g [0 0 2] k = [ 0.  0. -1.] 2pi/a, weight 3, eps = 4.0000 eV
  label 5 g [0 1 1] k = [0.  0.5 0.5] 2pi/a, weight 12, eps = 0.0000 eV
  label 6 g [0 1 2] k = [-1.  -0.5  0. ] 2pi/a, weight 6, eps = 4.0000 eV
  label 16 g [1 0 0] k = [ 0.5 -0.5 -0.5] 2pi/a, weight 4, eps = 0.0000 eV
s = [0.5 0.5 0.5]: |G_grid| = 48, n_irr = 2, sum Fix = 96, evaluations = 96
  label 0 g [0 0 0] k = [0.25 0.25 0.25] 2pi/a, weight 8, eps = -6.0000 eV
  label 1 g [0 0 1] k = [0.25 0.25 0.75] 2pi/a, weight 24, eps = 2.0000 eV
<eps^2> eV^2: exact 12.0, s=0 12.0000, half shift 12.0000
<eps^3> eV^3: exact -48.0, s=0 -48.0000, half shift -48.0000
<eps^4> eV^4: exact 540.0, s=0 768.0000, half shift 336.0000
<eps^6> eV^6: exact 42240.0, s=0 95232.0000, half shift 11712.0000
4-step walks to (2a,0,0): 36  to (2a,2a,0): 1
m=2 class ops x Fix: C2:3x8 md:6x8 i:1x8 C2':6x8 S4:6x4 C3:8x2 S6:8x2 m:3x16 C4:6x4 E:1x32
m=2: d=[2, 4, 4] n=32 n_irr=6 evaluations=288 per point=9.0000
m=4: d=[4, 8, 8] n=256 n_irr=19 evaluations=912 per point=3.5625
m=8: d=[8, 16, 16] n=2048 n_irr=85 evaluations=4080 per point=1.9922
m=16: d=[16, 32, 32] n=16384 n_irr=489 evaluations=23472 per point=1.4326
m=24: d=[24, 48, 48] n=55296 n_irr=1469 evaluations=70512 per point=1.2752
m=2: n=32 label evaluations=288 search comparisons=3936 n(n+1)/2=528
m=3: n=108 label evaluations=480 search comparisons=22056 n(n+1)/2=5886
m=4: n=256 label evaluations=912 search comparisons=103520 n(n+1)/2=32896
m=5: n=500 label evaluations=1344 search comparisons=302976 n(n+1)/2=125250
H=diag(2,2,4): n=16 |G_grid|=12 n_irr(G_grid)=6 n_irr(full G)=5
H=diag(2,2,4): <eps^4> = 1512.0000 (G_grid), 1512.0000 (full G) eV^4
tests ok
```
